# Fink's retained-excitation Hamiltonian, LCCD, and its multireference extension

**A number to explain.** For a strontium atom with eight electrons correlated in twelve orbitals, second-order perturbation theory on the Hartree–Fock determinant, with Fink's zeroth-order Hamiltonian, gives $-1.084405$ eV. The linearized coupled-cluster doubles (LCCD) equations give $-1.084405$ eV as well, and the third-order term is $2\times10^{-10}$ eV in size. With a four-determinant CASCI reference in the same orbitals the agreement is lost: second order gives $-0.5012$ eV, third order $+0.0072$ eV, and the full linearized equations $-0.4987$ eV. The first fact is a theorem, and the second marks where it stops.

## 1. The zeroth-order Hamiltonian

The algebra is in atomic units, with real orthonormal orbitals. In spatial orbitals,

$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}p^\dagger_\sigma r^\dagger_\tau s_\tau q_\sigma ,\qquad E_{pq}=\sum_\sigma p^\dagger_\sigma q_\sigma .$$

The orbitals are divided into classes: occupied and virtual for one determinant, or core, active and virtual for a complete-active-space (CAS) reference. Fink's $H_0$ keeps the terms of $H$ that leave the electron number of every class unchanged. Thus $h_{pq}$ is kept if $p$ and $q$ share a class, and $(pq|rs)$ is kept if the classes of the created pair $\{p,r\}$ are those of the destroyed pair $\{q,s\}$. The perturbation is $V=H-H_0$.

Let $k$ label a list of class occupation numbers and $P_k$ project on the determinants with that list. An operator string $O$ shifts the list by a fixed amount, whatever determinant it acts on. If the shift is zero, $P_kOP_k=OP_k$, and $\sum_kP_k=1$ returns $O$. Otherwise $P_kOP_k=0$. Hence

$$H_0=\sum_kP_kHP_k,\qquad P_kVP_k=0. \tag{1}$$

A rotation of orbitals within a class maps the range of each $P_k$ onto itself, so $H_0$ is unchanged by it.

Let $\Phi_0$ be a normalized eigenvector of $P_0HP_0$, where $P_0$ belongs to the reference list: the single determinant, or the CAS with full core and empty virtuals. By (1), $H_0\Phi_0=P_0HP_0\Phi_0=E_0\Phi_0$ with $E_0=\langle\Phi_0|H|\Phi_0\rangle$. Then

$$V\Phi_0=H\Phi_0-E_0\Phi_0=QH\Phi_0,\qquad Q=1-|\Phi_0\rangle\langle\Phi_0|,\qquad E_1=\langle\Phi_0|V|\Phi_0\rangle=0 .$$

## 2. The perturbation series

Assume that $E_0$ is a non-degenerate eigenvalue of $H_0$ within the symmetry of $\Phi_0$, so that $R=Q(H_0-E_0)^{-1}Q$ exists there. Expand the eigenvector of $H_0+\lambda V$ as $\Phi_0+\sum_n\lambda^n\Psi_n$ with $\langle\Phi_0|\Psi_n\rangle=0$, and collect powers of $\lambda$ using $E_1=0$:

$$(H_0-E_0)\Psi_1=-V\Phi_0,\qquad (H_0-E_0)\Psi_2=-V\Psi_1+E_2\Phi_0,$$
$$(H_0-E_0)\Psi_3=-V\Psi_2+E_2\Psi_1+E_3\Phi_0 .$$

Projection of the order-$n$ equation on $\Phi_0$ gives $E_n=\langle\Phi_0|V|\Psi_{n-1}\rangle$. The adjoint of the first equation reads $\langle\Phi_0|V=-\langle\Psi_1|(H_0-E_0)$. Inserting it in $E_3$ and $E_4$, and then using the second and third equations with $\Psi_2=-RV\Psi_1$,

$$E_2=\langle\Phi_0|H|\Psi_1\rangle,\quad E_3=\langle\Psi_1|V|\Psi_1\rangle,\quad E_4=-\langle\Psi_1|VRV|\Psi_1\rangle-E_2\langle\Psi_1|\Psi_1\rangle. \tag{2}$$

In $E_2$, $V$ could be replaced by $H$ because $\langle\Phi_0|H_0|\Psi_1\rangle=E_0\langle\Phi_0|\Psi_1\rangle=0$.

## 3. One determinant: $H_0$ in spin orbitals

Let $i,j,k,l,m,n$ be occupied and $a,\dots,f$ virtual spin orbitals of the determinant $\Phi$, and write $H=\sum h_{pq}\,p^\dagger q+\frac14\sum\langle pq\|rs\rangle\,p^\dagger q^\dagger sr$, with integrals antisymmetric in $pq$ and in $rs$. The class list is fixed by the number of virtual electrons, the excitation degree. The Fock matrix is $f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle$. The retained strings are reordered so that $c$ or $k^\dagger$, both of which destroy $\Phi$, stand on the right.

*One-electron strings.* $b^\dagger c$ is in order already, and $k^\dagger j=\delta_{kj}-jk^\dagger$.

*Mixed strings.* One occupied and one virtual index can be placed in two ways among the creators and two ways among the annihilators. By antisymmetry the four placements are equal and cancel the $\frac14$, leaving $\sum\langle kb\|cj\rangle\,k^\dagger b^\dagger jc$. Now

$$k^\dagger b^\dagger jc=-b^\dagger(\delta_{kj}-jk^\dagger)c=-\delta_{kj}\,b^\dagger c+b^\dagger c\,jk^\dagger ,$$

since $c$ commutes with the pair $jk^\dagger$. Because $-\langle kb\|ck\rangle=\langle bk\|ck\rangle$, the first term turns $h_{bc}$ into $f_{bc}$.

*All-occupied strings.* Moving $l^\dagger$ to the right gives $k^\dagger l^\dagger ji=\delta_{lj}k^\dagger i-\delta_{li}k^\dagger j+k^\dagger ji\,l^\dagger$. Moving $k^\dagger$ in each term,

$$k^\dagger l^\dagger ji=(\delta_{lj}\delta_{ki}-\delta_{li}\delta_{kj})-\delta_{lj}\,ik^\dagger+\delta_{li}\,jk^\dagger+\delta_{kj}\,il^\dagger-\delta_{ki}\,jl^\dagger+ji\,k^\dagger l^\dagger .$$

Multiply by $\frac14\langle kl\|ij\rangle$ and sum. The constants give $\frac12\sum\langle kl\|kl\rangle$, which with $\sum h_{kk}$ is $E_0$. After renaming indices and using antisymmetry, each of the four one-body terms equals $-\frac14\sum\langle kl\|jl\rangle\,jk^\dagger$, so $-h_{kj}$ becomes $-f_{kj}$. Collecting,

$$H_0-E_0=\sum f_{bc}\,b^\dagger c-\sum f_{kj}\,jk^\dagger+\tfrac14\sum\langle ab\|cd\rangle\,a^\dagger b^\dagger dc+\tfrac14\sum\langle kl\|ij\rangle\,ji\,k^\dagger l^\dagger+\sum\langle kb\|cj\rangle\,b^\dagger c\,jk^\dagger. \tag{3}$$

The first two terms move one particle or one hole in the mean field. The last three are the particle–particle, hole–hole and particle–hole interactions, which Møller–Plesset theory leaves in its perturbation.

## 4. The first-order equation is LCCD

$H$ moves at most two electrons, so $QH\Phi$ holds singles and doubles. With $\Phi_{ij}^{ab}=a^\dagger b^\dagger ji\,\Phi$, the string $\frac14\langle ab\|ij\rangle a^\dagger b^\dagger ji$ gives $\langle\Phi_{ij}^{ab}|H|\Phi\rangle=\langle ab\|ij\rangle$. The single $a^\dagger i\,\Phi$ arises from $h_{ai}$ and from $\langle ak\|ik\rangle\,a^\dagger k^\dagger ki$ (four placements again), and $k^\dagger k=1$ on $i\Phi$ for $k\ne i$, so its coefficient is $f_{ai}$. For Hartree–Fock orbitals $f_{ai}=0$, which is Brillouin's theorem. The source is then pure doubles, $R$ is block diagonal by (1), and with $P_D$ the projector on doubles

$$P_D(H-E_0)P_D\Psi_1=-P_DH\Phi,\qquad \Psi_1=P_D\Psi_1,\qquad E_3=\langle\Psi_1|P_DVP_D|\Psi_1\rangle=0. \tag{4}$$

LCCD keeps the part of $e^{-T_2}He^{T_2}$ linear in $T_2=\frac14\sum t_{ij}^{ab}\,a^\dagger b^\dagger ji$:

$$P_D(H+[H,T_2])\Phi=0,\qquad E_{\rm LCCD}=\langle\Phi|[H,T_2]|\Phi\rangle=\langle\Phi|HT_2|\Phi\rangle ,$$

where $\langle\Phi|T_2=0$ was used. In the commutator, $T_2H\Phi=E_0T_2\Phi+T_2QH\Phi$. The last term raises singles to triples and doubles to quadruples, so $P_D$ removes it. What remains is $P_D(H-E_0)T_2\Phi=-P_DH\Phi$, which is (4). The block is invertible by assumption, so $\Psi_1=T_2\Phi$ and $E_2=E_{\rm LCCD}$.

The amplitude form follows from (3) acting on $\frac14\sum t_{mn}^{ef}\,e^\dagger f^\dagger nm\,\Phi$. A vector $\frac14\sum X_{ij}^{ab}a^\dagger b^\dagger ji\,\Phi$ has on $\Phi_{ij}^{ab}$ the component $\frac14P(ij)P(ab)X_{ij}^{ab}$, where $P(ab)X^{ab}=X^{ab}-X^{ba}$; on a pair in which $X$ is already antisymmetric, $P$ is a factor 2. Four contractions are needed, each valid when it acts on $\Phi$ or on holes in it:

$$b^\dagger c\,e^\dagger f^\dagger\to\delta_{ce}\,b^\dagger f^\dagger+\delta_{cf}\,e^\dagger b^\dagger,\qquad jk^\dagger nm\to\delta_{kn}\,jm+\delta_{km}\,nj,$$
$$dc\,e^\dagger f^\dagger\to\delta_{ce}\delta_{df}-\delta_{cf}\delta_{de},\qquad k^\dagger l^\dagger nm\to\delta_{ln}\delta_{km}-\delta_{lm}\delta_{kn}.$$

In each, the two terms become equal once multiplied by the antisymmetric $t$; for example $t^{cf}b^\dagger f^\dagger=t^{fc}f^\dagger b^\dagger$. Each contraction therefore gives a factor 2. The five terms of (3) yield, in order, $X=2f_{bc}t_{ij}^{ac}$, $-2f_{kj}t_{ik}^{ab}$, $\frac12\langle ab\|cd\rangle t_{ij}^{cd}$, $\frac12\langle kl\|ij\rangle t_{kl}^{ab}$ and $4\langle kb\|cj\rangle t_{ik}^{ac}$, the last using two contractions. Applying $\frac14P(ij)P(ab)$, with sums over repeated indices,

$$0=\langle ab\|ij\rangle+P(ab)f_{bc}t_{ij}^{ac}-P(ij)f_{kj}t_{ik}^{ab}+\tfrac12\langle ab\|cd\rangle t_{ij}^{cd}+\tfrac12\langle kl\|ij\rangle t_{kl}^{ab}+P(ij)P(ab)\langle kb\|cj\rangle t_{ik}^{ac}, \tag{5}$$

and $E_2=\frac14\sum\langle ij\|ab\rangle t_{ij}^{ab}$. The Fock blocks need not be diagonal. Deleting the last three terms leaves the second-order Møller–Plesset equation.

If the determinant is not Hartree–Fock, the reduction of LCCD to the doubles block still holds, since it never used $f_{ai}=0$. But $\Psi_1=x_{\rm s}+T_2\Phi$ now has a singles part $x_{\rm s}$ from its own block, and (1) and (2) give

$$E_2=E_{\rm LCCD}+E_{\rm s},\qquad E_{\rm s}=\langle\Phi|H|x_{\rm s}\rangle,\qquad E_3=2\langle x_{\rm s}|H|T_2\Phi\rangle. \tag{6}$$

## 5. A CAS reference

Label a determinant by $(h,p)$, its number of core holes and of virtual electrons. The component of $H\Phi_0$ in $(0,0)$ is $E_0\Phi_0$. A string of $H$ removes at most two core electrons and creates at most two virtual ones. So $QH\Phi_0$ lies in the space $S$ of the eight classes with $0\le h,p\le2$ and $(h,p)\neq(0,0)$. Each class is taken uncontracted, with all its determinants of the right symmetry and spin projection, because $H_0$ mixes active occupations and spin patterns within a class. By (1) the first-order equation splits:

$$P_k(H-E_0)P_k\,x_k=-P_kH\Phi_0,\qquad E_2=\sum_{k\in S}\langle\Phi_0|H|x_k\rangle,\qquad E_3=\sum_{k\ne k'}\langle x_k|H|x_{k'}\rangle. \tag{7}$$

Several classes now have a source, so nothing forces $E_3$ to vanish. For any operator $T$ with $T\Phi_0$ in $S$, $H_0\Phi_0=E_0\Phi_0$ gives $[H_0,T]\Phi_0=(H_0-E_0)T\Phi_0$, and (7) becomes

$$P_S(H+[H_0,T])\Phi_0=0 .$$

This is a linearized coupled-cluster equation in which the commutator contains $H_0$ in place of $H$, so that the classes are uncoupled. In this sense the second-order energy is a multireference linearized coupled-cluster energy. It is not the solution of the coupled linear equations.

## 6. The coupled equations and the remainder

Keep the reference coefficients fixed and define on $S$

$$b=P_SH\Phi_0,\quad A=P_S(H-E_0)P_S=A_0+V_{SS},\quad F[x]=2x\cdot b+x\cdot Ax,$$

where $A_0$ is the class-diagonal part. Assume $A$ invertible. $F$ is stationary at $x^*=-A^{-1}b$, the CEPA(0)-type linear equation with all classes coupled, and $E_{\rm lin}=F[x^*]=-b\cdot A^{-1}b$. For any $x$, expanding $(Ax+b)\cdot A^{-1}(Ax+b)=x\cdot Ax+2x\cdot b+b\cdot A^{-1}b$ shows that

$$F[x]=E_{\rm lin}+(Ax+b)\cdot A^{-1}(Ax+b). \tag{8}$$

Put $x=\Psi_1$, for which $A_0\Psi_1=-b$. Then $A\Psi_1+b=V_{SS}\Psi_1\equiv r$, and $F[\Psi_1]=2E_2-E_2+\Psi_1\cdot V_{SS}\Psi_1=E_2+E_3$. Therefore

$$E_{\rm lin}=E_2+E_3-r\cdot A^{-1}r. \tag{9}$$

Under $V\to\lambda V$, $b$ and $\Psi_1$ scale as $\lambda$ and $r$ as $\lambda^2$, so the remainder starts at fourth order as $-r\cdot A_0^{-1}r$. This is the part of the first term of $E_4$ in (2) with intermediate states in $S$. The rest of $E_4$ is absent from $E_{\rm lin}$: relaxation within the CAS, classes beyond $S$, and the term $-E_2\langle\Psi_1|\Psi_1\rangle$. If $A$ is positive definite, $E_2+E_3\ge E_{\rm lin}$. No such order follows for $E_2$ alone, since $E_3$ has no fixed sign.

With an empty active space $h=p$, so $S$ consists of singles and doubles. For Hartree–Fock orbitals $E_3=0$, and $r$ has only a singles part because $P_DVP_D=0$. The singles thus enter through the remainder in (9), at fourth order, which is why $E_2$ matches LCCD and not the linearized singles-and-doubles energy.

All these energies come from linear equations. If an eigenvalue of a class block of $A_0$ tends to zero while $b$ keeps a component on its eigenvector, $E_2$ diverges as the inverse of that eigenvalue, and the same holds for $A$ and $E_{\rm lin}$. A small eigenvalue of $A_0$ whose eigenvector has no overlap with $b$ leaves $E_2$ and $E_3$ untouched, because $\Psi_1$ has no component on that eigenvector, and a small eigenvalue of $A$ with no such overlap leaves $E_{\rm lin}$ untouched. The fourth-order term is not protected in the same way: if $V_{SS}$ couples the eigenvector of $A_0$ to $\Psi_1$, then $r$ overlaps it and $-r\cdot A_0^{-1}r$ grows as the inverse of the eigenvalue. That coupling is absent when the eigenvector has a symmetry different from that of $\Phi_0$.

## 7. The full commutator and separated fragments

With $H$ itself in the commutator,

$$P_S(H+[H,T])\Phi_0=b+A\,T\Phi_0-P_STQH\Phi_0. \tag{10}$$

For Hartree–Fock and $T=T_1+T_2$ the last term vanishes, because $QH\Phi$ is doubles and $T$ raises it out of $S$. The linearized singles-and-doubles equation and $Ax=-b$ then coincide. For a CAS reference an active-to-virtual $T$ carries class $(1,1)$ into $(1,2)$, which lies in $S$, so the two equations can differ. That difference is tied to additivity.

Take $H=H_A+H_B$ for fragments with no interaction, each class being the union of the fragment classes, and $\Phi_0=\Phi_A\Phi_B$ non-degenerate. Each string acts on one fragment, so $H_0=H_{0A}+H_{0B}$, and it has an even number of operators, so it passes the other factor without a sign. Since $(H_{0B}-E_{0B})\Phi_B=0$, the vector $\Psi_1=\Psi_{1A}\Phi_B+\Phi_A\Psi_{1B}$ solves the first-order equation with source $b=b_A\Phi_B+\Phi_Ab_B$. The cross terms of $E_2=b\cdot\Psi_1$ contain $\langle\Phi_A|\Psi_{1A}\rangle=0$ or its partner. In $E_3$, the cross term $\langle\Psi_{1A}\Phi_B|V_A+V_B|\Phi_A\Psi_{1B}\rangle$ contains $\langle\Phi_B|\Psi_{1B}\rangle$ or $\langle\Psi_{1A}|\Phi_A\rangle$, and the term $\langle\Psi_{1A}|\Psi_{1A}\rangle\langle\Phi_B|V_B|\Phi_B\rangle$ vanishes with $E_{1B}$. So $E_2$ and $E_3$ are additive, and so is LCCD.

For $E_{\rm lin}$, try $y=x_A^*\Phi_B+\Phi_Ax_B^*$. One has $(H-E_0)x_A^*\Phi_B=[(H_A-E_{0A})x_A^*]\Phi_B+x_A^*b_B$. Inside $S_A$ the bracket equals $-b_A$ and cancels the source. Its other parts lie in the CAS of $A$ or beyond $S_A$, and their products with $\Phi_B$ lie outside $S$. The residual is

$$\rho=Ay+b=P_S(x_A^*b_B+b_Ax_B^*).$$

It is orthogonal to $y$, each term of which has one fragment in its reference state. Hence $F[y]=y\cdot b+y\cdot\rho=E_{{\rm lin},A}+E_{{\rm lin},B}$, and (8) gives

$$E_{{\rm lin},AB}=E_{{\rm lin},A}+E_{{\rm lin},B}-\rho\cdot A^{-1}\rho. \tag{11}$$

A product of two class-$(1,1)$ vectors has class $(2,2)$ and survives $P_S$, so $\rho$ need not vanish. In (10), with $T=T_A+T_B$, the term $A\,T\Phi_0$ produces products of the same form, $P_S[(T_A\Phi_A)b_B+b_A(T_B\Phi_B)]$. The last term removes them, so the equation with the full commutator separates into one equation for each fragment.

## 8. Strontium

The calculation is restricted Hartree–Fock with the def2-SVP basis (23 functions) and its effective core potential, giving $E_{\rm HF}=-825.560$ eV. The 4s orbital is frozen. The twelve orbitals are 4p, 5s, 5p and 4d, with diagonal Fock elements $-29.94$, $-4.92$, $0.96$ and $2.64$ eV. The 5p and 4d orbitals are the lowest p and d eigenvectors of $f-J_{5s}$ in the virtual space, a rotation among virtuals that preserves $f_{ai}=0$. The CAS has two electrons in 5s5p, with 4p as core and 4d as virtual. One matrix over 1671 determinants of $A_g$ symmetry in $D_{2h}$ with $M_S=0$ (4 in the CAS, 1667 in $S$) carries both partitions; it includes the 10 singles and 184 doubles of the Hartree–Fock determinant. Six decimals are shown where identities are compared. They describe this truncated orbital space, not the real atom, and they depend on the basis. With def2-QZVP and the same recipe for the twelve orbitals, LCCD moves by 0.004 eV to $-1.0808$ eV, the CASCI lowering by 0.011 eV to $0.5412$ eV, and the CAS values $E_2$, $E_3$, $E_{\rm lin}$ become $-0.4843$, $+0.0068$ and $-0.4820$ eV. The sign of $E_3$ and the ordering of $E_2$, $E_{\rm lin}$ and $E_2+E_3$ are unchanged.

*Hartree–Fock reference.* The determinant solution with $H_0$ built from the retained integrals gives $E_2=-1.084405$ eV ($-0.03985114$ hartree), and (5) gives the same. Finite differences of the eigenvalue of $H_0+\lambda V$ give $-1.084404$ eV for $E_2$ and $2.6\times10^{-9}$ eV for $|E_3|$. With singles coupled in, $-1.085157-(-1.084405)=-0.000752$ eV is the remainder of (9). Rotating 5s into $4d_{z^2}$ by 0.10 rad breaks Brillouin's condition, and (6) holds: $-1.089769-0.079295=-1.169064$ eV, with $E_3=0.004641$ eV. For the 5s pair alone LCCD gives $-0.627377$ eV, and two non-interacting copies with orbitals mixed across them give $-1.254754=2\times(-0.627377)$ eV.

*CAS reference.* CASCI lies $0.530622$ eV below Hartree–Fock, with weight 0.918 on $5s^2$. The squared norm $\langle\Psi_1|\Psi_1\rangle$ drops from 0.100 to 0.016. The class energies of (7) are:

| $(h,p)$ | size | $E_2^{(k)}$ / eV | lowest gap / eV |
|---|---|---|---|
| (0,1) | 4 | 0.000000 | 2.449 |
| (0,2) | 7 | −0.041875 | 5.062 |
| (1,0) | 18 | −0.000697 | 25.158 |
| (1,1) | 72 | −0.136973 | 24.831 |
| (1,2) | 156 | −0.004465 | 26.515 |
| (2,0) | 54 | −0.005947 | 57.125 |
| (2,1) | 384 | −0.000067 | 54.859 |
| (2,2) | 972 | −0.311173 | 50.809 |

They add, within rounding, to $E_2=-0.501198$ eV ($-0.01841867$ hartree). The class with the smallest gap contributes nothing. Its even-parity configurations are $5s\,4d$, which have $L=2$, while $H\Phi_0$ has $L=0$, so the source vanishes.

With $E_3=+0.007185$ eV ($0.00026403$ hartree), confirmed by finite differences, (9) reads

$$-0.501198+0.007185-0.004720=-0.498733\ \text{eV}\quad(-0.01832809\ \text{hartree}).$$

The lowest eigenvalue of $A$ is 2.302 eV, so $E_2+E_3=-0.494013$ eV must lie above $E_{\rm lin}$, as it does. Adding the third order nevertheless moves the result away from $E_{\rm lin}$ here. $E_2$ is $0.0025$ eV too low, 0.5% of $E_{\rm lin}$, and $E_2+E_3$ is $0.0047$ eV too high, 0.9%, because $E_3$ and the remainder have opposite signs and similar size.

Relative to Hartree–Fock, the totals are $-1.0318$ eV for CASCI plus $E_2$, $-1.0246$ eV with $E_3$, $-1.0294$ eV with $E_{\rm lin}$, and $-1.0303$ eV for the lowest eigenvalue of the whole matrix. That eigenvalue is an upper bound to the full-CI energy of the twelve-orbital space, which is $-1.03655$ eV. The four totals lie above full CI by 0.0047, 0.0119, 0.0072 and 0.0062 eV, and LCCD lies 0.048 eV below it. LCCD lies $1.0844-1.0303=0.054$ eV below the eigenvalue of the truncated matrix. The positive fourth-order term missing from the linear equations, $-E_2\langle\Psi_1|\Psi_1\rangle$, is $1.0844\times0.1000=0.108$ eV for the determinant and $0.5012\times0.01585=0.008$ eV for the CAS. For the determinant this term is twice the 0.054 eV offset. It is not additive over separated fragments, whereas $E_4$ is, so part of it is cancelled by the fourth-order terms from quadruples. In the full twelve-orbital space the fourth-order terms from singles, triples and quadruples, all missing from LCCD, are $-0.0007$, $-0.0132$ and $-0.0374$ eV. With the $+0.1085$ eV term they give $E_4=+0.057$ eV, close in size to the 0.048 eV by which LCCD overshoots full CI; higher orders account for the difference.

For $T=E_{4d_{z^2},5s}$ with unit amplitude, the last term of (10) has norm 2.093 eV for the CAS reference and $2.7\times10^{-8}$ eV for Hartree–Fock. This shows that the term exists; it does not measure an energy, since this excitation has zero first-order amplitude in the spherical atom.

Additivity is examined on a model fragment cut from the same integrals, with $4p_z$ as core, $5s$ and $5p_z$ active, $4d_{z^2}$ virtual and the other 4p orbitals frozen. It has $E_2=-0.070375$, $E_3=-0.004059$ and $E_{\rm lin}=-0.075209$ eV. For two non-interacting copies, $E_2$ and $E_3$ are additive to rounding error, while $E_{\rm lin}$ falls $5.39\times10^{-4}$ eV below twice the fragment value, the sign that (11) requires, since the lowest eigenvalue of $A$ for the pair is 2.064 eV; the term $-\rho\cdot A^{-1}\rho$ has this same value of $-5.39\times10^{-4}$ eV. Removing the determinants in which both fragments are outside their CAS, where $\rho$ lives, restores additivity to rounding error. The numerical check that follows lists these values, apart from the full-CI, fourth-order, def2-QZVP, pair-eigenvalue and $\rho\cdot A^{-1}\rho$ figures.

## Computed values

```
basis functions 23; determinants 1671: CAS 4, S 1667
HF singles 10, HF doubles 184
Fock diagonal 4p: -29.943781 eV
Fock diagonal 5s: -4.924554 eV
Fock diagonal 5p: 0.958495 eV
Fock diagonal 4d: 2.639510 eV
E(HF): -825.560318 eV
HF ref E2 (determinants): -1.084405 eV = -0.03985114 hartree
LCCD (amplitudes): -1.084405 eV = -0.03985114 hartree
HF ref E2 (finite difference): -1.084404 eV
HF ref |E3|: 2.0e-10 eV; finite difference 2.6e-09 eV
HF ref <Psi1|Psi1>: 0.10002
HF ref linearized singles+doubles: -1.085157 eV
  minus LCCD: -0.000752 eV
5s-only LCCD, one atom: -0.627377 eV
5s-only LCCD, two atoms, mixed orbitals: -1.254754 eV
rotation 5s-4dz2: 0.10 rad
rotated E2: -1.169064 eV
rotated LCCD: -1.089769 eV
rotated singles part: -0.079295 eV
rotated E3: 0.004641 eV
E(CASCI) - E(HF): -0.530622 eV
weight of 5s2 in CASCI: 0.91819; CAS ref <Psi1|Psi1>: 0.01585
class h=0 p=1: dim 4, E2 -0.000000 eV, lowest gap 2.449 eV
class h=0 p=2: dim 7, E2 -0.041875 eV, lowest gap 5.062 eV
class h=1 p=0: dim 18, E2 -0.000697 eV, lowest gap 25.158 eV
class h=1 p=1: dim 72, E2 -0.136973 eV, lowest gap 24.831 eV
class h=1 p=2: dim 156, E2 -0.004465 eV, lowest gap 26.515 eV
class h=2 p=0: dim 54, E2 -0.005947 eV, lowest gap 57.125 eV
class h=2 p=1: dim 384, E2 -0.000067 eV, lowest gap 54.859 eV
class h=2 p=2: dim 972, E2 -0.311173 eV, lowest gap 50.809 eV
CAS ref E2: -0.501198 eV = -0.01841867 hartree
CAS ref E3: 0.007185 eV = 0.00026403 hartree
CAS ref E2 (finite difference): -0.501198 eV
CAS ref E3 (finite difference): 0.007185 eV
CAS ref E2+E3: -0.494013 eV
CAS ref Elin: -0.498733 eV = -0.01832809 hartree
remainder -r A^-1 r: -0.004720 eV
lowest eigenvalue of A: 2.302112 eV
CASCI+E2 below HF: -1.031820 eV
CASCI+E2+E3 below HF: -1.024635 eV
CASCI+Elin below HF: -1.029355 eV
CI in CAS+S below HF: -1.030349 eV
|P T Q H Phi|, T=E(4dz2,5s): CAS 2.09268 eV, HF 2.7e-08 eV
fragment E2: -0.070375 eV
fragment E3: -0.004059 eV
fragment Elin: -0.075209 eV
pair minus twice fragment, E2: -3.30e-16 eV
pair minus twice fragment, E3: -7.23e-17 eV
pair minus twice fragment, Elin: -5.39e-04 eV
pair minus twice fragment, Elin without doubly excited pairs: -3.30e-16 eV
```
